# Electron-wind force on an impurity in a metallic filament: a program that tests the result

```python
"""
Electron-wind force on a static spherical impurity in a free-electron metal:
    F = -(hbar * kF * sigma_tr / e) * j
j: conventional current density; kF: Fermi wave number; e > 0;
sigma_tr: transport cross section, integral of (1 - cos(theta)) dsigma/dOmega.
The impurity is a screened point charge, V(r) = -Z e^2 exp(-r/lam)/(4 pi eps0 r).
Lengths are in nm and energies in eV unless a name ends in _si.
Tests: force integral of the full scattering wave, collision integrals for
several angular distributions, displaced Fermi sphere, Boltzmann equation.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn, eval_legendre, jv, jn_zeros
from numpy.polynomial.legendre import leggauss, legval
from numpy.polynomial import Chebyshev

e, hbar, me, kB = sc.e, sc.hbar, sc.m_e, sc.k
a0 = sc.physical_constants["Bohr radius"][0] * 1e9
hb2m = hbar**2 / me / e * 1e18            # hbar^2/m in eV nm^2

# ---- round model parameters of the filament and the impurity ----
n = 60.0            # electrons per nm^3
radius = 1.0        # nm
length = 5.0        # nm
current = 100e-6    # A
rho_si = 20e-8      # ohm m (20 micro-ohm cm)
T_end = 300.0       # K
hop = 0.25          # nm
Z = 1.0
lam = 0.06          # nm
LMAX = 12
ell = np.arange(LMAX + 1)

kF = (3 * np.pi**2 * n) ** (1 / 3)
EF = hb2m * kF**2 / 2
vF_si = hbar * kF * 1e9 / me


def gauss(a, b, count):
    x, w = leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def partial_waves(k, screening):
    """Integrate R_l = r^l w_l outwards; return phases, amplitudes, solution.
    The start radius is so small that the force integral inside it is
    negligible; the step cap keeps the interpolated wave accurate."""
    r0, rm = 1e-6, 22 * screening

    def rhs(r, y):
        w, dw = y[:LMAX + 1], y[LMAX + 1:]
        U = -2 * Z / (a0 * r) * np.exp(-r / screening)
        return np.concatenate([dw, (U - k * k) * w - 2 * (ell + 1) / r * dw])

    c = -Z / (a0 * (ell + 1))
    sol = solve_ivp(rhs, (r0, rm), np.concatenate([1 + c * r0, c]),
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    max_step=0.01, dense_output=True)
    assert sol.success
    w, dw = sol.y[:LMAX + 1, -1], sol.y[LMAX + 1:, -1]
    R = rm**ell * w
    dR = ell * rm**(ell - 1.0) * w + rm**ell * dw
    x = k * rm
    j, dj = spherical_jn(ell, x), spherical_jn(ell, x, True)
    y, dy = spherical_yn(ell, x), spherical_yn(ell, x, True)
    wr = k * (j * dy - dj * y)
    ca, cb = (R * k * dy - dR * y) / wr, (R * k * dj - dR * j) / wr
    return np.arctan2(cb, ca), np.hypot(ca, cb), sol.sol, r0, rm


def sigma_transport(k, delta):
    d = np.append(delta, 0.0)
    return 4 * np.pi / k**2 * np.sum((ell + 1) * np.sin(d[:-1] - d[1:])**2)


delta, amp, wave, r0, rm = partial_waves(kF, lam)
s_tr = sigma_transport(kF, delta)

# ---- test: mechanical force, integral of |psi|^2 dV/dz, full wave ----
r, wr_ = gauss(r0, rm, 300)
mu, wmu = leggauss(40)
R = r**ell[:, None] * wave(r)[:LMAX + 1] / amp[:, None]
P = np.array([eval_legendre(l, mu) for l in ell])
coef = (2 * ell + 1) * (1j)**ell * np.exp(1j * delta)
psi = (coef[:, None] * R).T @ P
dU = 2 * Z / a0 * np.exp(-r / lam) * (1 / r**2 + 1 / (r * lam))
F1_wave = np.pi * hb2m * np.sum(wr_ * r**2 * dU * ((np.abs(psi)**2 * mu) @ wmu))
F1_formula = hb2m * kF**2 * s_tr
assert abs(F1_wave / F1_formula - 1) < 1e-5
# radial identity behind it
for l in range(4):
    lhs = np.sum(wr_ * r**2 * dU * R[l] * R[l + 1])
    assert abs(lhs - np.sin(delta[l] - delta[l + 1])) < 1e-6

# ---- test: collision integrals on the Fermi surface ----
f_coef = (2 * ell + 1) * np.exp(1j * delta) * np.sin(delta) / kF
dsig = np.abs(legval(mu, f_coef))**2
s_tot = 2 * np.pi * np.sum(wmu * dsig)
s_tr_angle = 2 * np.pi * np.sum(wmu * dsig * (1 - mu))
assert abs(s_tr_angle / s_tr - 1) < 1e-8
ma, wa = gauss(-1, 0, 24)
mb, wb = gauss(0, 1, 24)
m, wm = np.concatenate([ma, mb]), np.concatenate([wa, wb])
phi = 2 * np.pi * np.arange(64) / 64
sn = np.sqrt(1 - m**2)
cosg = (m[:, None, None] * m[None, :, None]
        + sn[:, None, None] * sn[None, :, None] * np.cos(phi))
K = 2 * np.pi * np.mean(np.abs(legval(cosg, f_coef))**2, axis=2)
transfer = K * (m[:, None] - m[None, :]) * wm[:, None] * wm[None, :]
shapes = {"drifting": 0.5 + 0.1 * m, "half": (m > 0) * 1.0,
          "logistic": 1 / (1 + np.exp(-3 * m - 2 * m**2))}
ratio = {}
for name, occ in shapes.items():
    flux = np.sum(wm * occ * m)
    free = np.sum(transfer * occ[:, None]) / flux
    blocked = np.sum(transfer * occ[:, None] * (1 - occ[None, :])) / flux
    assert abs(free / s_tr - 1) < 1e-7 and abs(blocked / s_tr - 1) < 1e-7
    ratio[name] = blocked

# ---- filament numbers ----
area = np.pi * radius**2
j_si = current / (area * 1e-18)
F_si = j_si / e * hbar * kF * 1e9 * s_tr * 1e-18
F = F_si / e * 1e-9                       # eV/nm
vd_si = j_si / (n * 1e27 * e)

# ---- test: displaced Fermi sphere with energy-dependent cross section ----
half_width = 0.8


def s_of_E(E):
    out = []
    for En in np.atleast_1d(E):
        k = np.sqrt(2 * En / hb2m)
        out.append(sigma_transport(k, partial_waves(k, lam)[0]))
    return np.array(out)


s_fit = Chebyshev.interpolate(s_of_E, 6, domain=[EF - half_width, EF + half_width])
assert abs(s_fit(EF + 0.31) / s_of_E(EF + 0.31)[0] - 1) < 1e-5
q = me * vd_si / hbar * 1e-9
F_sphere = 0.0
for c, wc in zip(mu, wmu):
    k_surface = q * c + np.sqrt(kF**2 - q**2 * (1 - c**2))
    kk, wk = gauss(kF, k_surface, 6)
    F_sphere += wc * c * np.sum(wk * kk**4 * s_fit(hb2m * kk**2 / 2))
F_sphere *= hb2m / (2 * np.pi**2)
assert abs(F_sphere / F - 1) < 1e-4       # neglected terms are of order (q/kF)^2

# ---- test: Boltzmann equation with 1 impurity per 100 electrons ----
ni = 0.01 * n
C = np.diag(K @ wm) - K * wm[None, :]
response = np.linalg.lstsq(C, m, rcond=1e-10)[0]
mean = 0.5 * np.sum(wm * m * response)    # nm^-2
dos_si = me * kF * 1e9 / (np.pi**2 * hbar**2)
cond_si = e**2 * dos_si * vF_si * mean * 1e18 / (ni * 1e27)
drho_si = ni * hbar * kF * 1e9 * s_tr * 1e-18 / (n * e**2)
assert abs(cond_si * drho_si - 1) < 1e-6
field_imp = j_si / cond_si
assert abs(ni * F_si / (n * e * field_imp) - 1) < 1e-6
mfp_imp = 3 * mean / ni
assert abs(F_si / (e * field_imp) / (n * mfp_imp * s_tr) - 1) < 1e-6

# ---- wind valence, direct force, heating ----
field_si = rho_si * j_si
mfp = hbar * kF * 1e9 / (n * 1e27 * e**2 * rho_si) * 1e9
Zw = -n * mfp * s_tr
assert abs(Zw + F_si / (e * field_si)) < 1e-8 * abs(Zw)
drop = field_si * length * 1e-9
lorenz = np.pi**2 / 3 * (kB / e)**2
T_peak = np.sqrt(T_end**2 + drop**2 / (4 * lorenz))
heat = solve_ivp(lambda x, y: [-y[1] * rho_si / (lorenz * y[0]), rho_si * j_si**2],
                 (0, length * 0.5e-9), [T_peak, 0.0], rtol=1e-9, atol=1e-9)
assert abs(heat.y[0, -1] - T_end) < 1e-3
kT = kB * T_peak / e
jump_ratio = np.exp(F * hop / kT)

# ---- ballistic modes of a hard-wall cylinder, equal current in each ----
modes = [(mm, x, 1 if mm == 0 else 2) for mm in range(14)
         for x in jn_zeros(mm, 6) if x < kF * radius]
N_modes = sum(g for _, _, g in modes)


def local_current(s):
    return sum(g * jv(mm, x * s)**2 / jv(mm + 1, x)**2 for mm, x, g in modes) / N_modes


s_, ws_ = gauss(0, 1, 60)
assert abs(np.sum(ws_ * 2 * s_ * local_current(s_)) - 1) < 1e-9
bias = current / (N_modes * 2 * e**2 / sc.h)

# ---- finite temperature and bias: force per current in the energy window ----
E, wE = gauss(EF - 0.75, EF + 0.75, 400)
window = (1 / (np.exp((E - EF - bias / 2) / kT) + 1)
          - 1 / (np.exp((E - EF + bias / 2) / kT) + 1))
kE = np.sqrt(2 * E / hb2m)
smear = (np.sum(wE * window * E * kE * s_fit(E))
         / np.sum(wE * window * E) / (kF * s_tr) - 1)
assert abs(smear) < 0.01

lam_TF = np.sqrt(sc.epsilon_0 / (e**2 * dos_si)) * 1e9
s_low = sigma_transport(kF, partial_waves(kF, 0.05)[0])
s_high = sigma_transport(kF, partial_waves(kF, 0.07)[0])

print(f"electron density n = {n:.0f} nm^-3")
print(f"filament radius = {radius:.1f} nm, length = {length:.1f} nm")
print(f"current = {current*1e6:.0f} uA, cross-section area = {area:.4f} nm^2")
print(f"filament resistivity = {rho_si*1e8:.0f} uohm cm")
print(f"end temperature = {T_end:.0f} K, hop length = {hop:.2f} nm")
print(f"impurity charge Z = {Z:.0f}, screening length = {lam:.3f} nm")
print(f"Thomas-Fermi screening length = {lam_TF:.4f} nm")
print(f"Fermi wave number = {kF:.3f} nm^-1")
print(f"Fermi energy = {EF:.3f} eV")
print(f"Fermi velocity = {vF_si:.4e} m/s")
for l in range(5):
    print(f"phase shift l={l}: {delta[l]:.5f} rad")
print(f"total cross section = {s_tot:.5f} nm^2")
print(f"transport cross section, phase shifts = {s_tr:.5f} nm^2")
print(f"transport cross section, angle integral = {s_tr_angle:.5f} nm^2")
print(f"force per unit incident density, full wave = {F1_wave:.6f} eV nm^2")
print(f"force per unit incident density, formula = {F1_formula:.6f} eV nm^2")
for name, val in ratio.items():
    print(f"force/(hbar kF flux), {name} distribution = {val:.5f} nm^2")
print(f"current density = {j_si*1e-4:.4e} A/cm^2")
print(f"drift velocity = {vd_si:.1f} m/s, over Fermi velocity = {vd_si/vF_si:.5f}")
print(f"wind force, formula = {F:.5f} eV/nm = {F_si*1e12:.3f} pN")
print(f"wind force, displaced sphere = {F_sphere:.5f} eV/nm")
print(f"added resistivity, 1 impurity per 100 electrons = {drho_si*1e8:.4f} uohm cm")
print(f"same from Boltzmann equation = {1e8/cond_si:.4f} uohm cm")
print(f"field in filament = {field_si*1e-8:.5f} MV/cm")
print(f"mean free path from resistivity = {mfp:.3f} nm")
print(f"wind valence = {Zw:.3f}")
print(f"direct force on unit charge = {field_si*1e-9:.5f} eV/nm")
print(f"direct/wind force magnitude = {field_si*1e-9/F:.4f}")
print(f"voltage drop along filament = {drop*1e3:.2f} mV")
print(f"peak temperature, heat leaving by ends = {T_peak:.1f} K")
print(f"thermal energy at peak = {kT:.5f} eV")
print(f"wind work over one hop = {F*hop:.5f} eV")
print(f"forward/backward jump ratio = {jump_ratio:.3f}")
print(f"transport cross section at screening 0.05 nm = {s_low:.5f} nm^2")
print(f"transport cross section at screening 0.07 nm = {s_high:.5f} nm^2")
print(f"open ballistic modes, hard wall = {N_modes}")
print(f"ballistic bias for this current = {bias*1e3:.2f} mV")
print(f"relative change of force/current by heat and bias = {smear:.2e}")
print(f"local/mean ballistic current density on axis = {local_current(0.0):.3f}")
print(f"local/mean ballistic current density at half radius = {local_current(0.5):.3f}")
print("success")
```

Printed output:

```
electron density n = 60 nm^-3
filament radius = 1.0 nm, length = 5.0 nm
current = 100 uA, cross-section area = 3.1416 nm^2
filament resistivity = 20 uohm cm
end temperature = 300 K, hop length = 0.25 nm
impurity charge Z = 1, screening length = 0.060 nm
Thomas-Fermi screening length = 0.0586 nm
Fermi wave number = 12.111 nm^-1
Fermi energy = 5.589 eV
Fermi velocity = 1.4021e+06 m/s
phase shift l=0: 1.45544 rad
phase shift l=1: 0.20170 rad
phase shift l=2: 0.03858 rad
phase shift l=3: 0.00879 rad
phase shift l=4: 0.00213 rad
total cross section = 0.09554 nm^2
transport cross section, phase shifts = 0.08211 nm^2
transport cross section, angle integral = 0.08211 nm^2
force per unit incident density, full wave = 0.917719 eV nm^2
force per unit incident density, formula = 0.917719 eV nm^2
force/(hbar kF flux), drifting distribution = 0.08211 nm^2
force/(hbar kF flux), half distribution = 0.08211 nm^2
force/(hbar kF flux), logistic distribution = 0.08211 nm^2
current density = 3.1831e+09 A/cm^2
drift velocity = 3311.2 m/s, over Fermi velocity = 0.00236
wind force, formula = 0.13004 eV/nm = 20.834 pN
wind force, displaced sphere = 0.13004 eV/nm
added resistivity, 1 impurity per 100 electrons = 4.0853 uohm cm
same from Boltzmann equation = 4.0853 uohm cm
field in filament = 0.06366 MV/cm
mean free path from resistivity = 4.146 nm
wind valence = -20.426
direct force on unit charge = 0.00637 eV/nm
direct/wind force magnitude = 0.0490
voltage drop along filament = 31.83 mV
peak temperature, heat leaving by ends = 316.8 K
thermal energy at peak = 0.02730 eV
wind work over one hop = 0.03251 eV
forward/backward jump ratio = 3.290
transport cross section at screening 0.05 nm = 0.07178 nm^2
transport cross section at screening 0.07 nm = 0.08969 nm^2
open ballistic modes, hard wall = 30
ballistic bias for this current = 43.02 mV
relative change of force/current by heat and bias = -2.29e-05
local/mean ballistic current density on axis = 1.481
local/mean ballistic current density at half radius = 1.224
success
```
